Charge neutrality from a bracketed logarithmic charge ratio

**1. Two ways to lose the Fermi level**

The Fermi level μ of a crystal with defects and dopants is fixed by the condition that the total charge vanishes. Two numerical faults can spoil the search for it.

The first is underflow. In an undoped crystal with a 3 eV gap at kT = 0.001 eV, the occupation of a band edge from midgap is about exp(−1500). Double precision stores nothing below about exp(−745), so electron and hole densities both become zero, and their difference no longer says on which side the root lies. Taking the logarithm of positive over negative charge, without ever forming the charges, cures this.

The second fault survives the logarithm. Let ionized donors and acceptors have equal totals. Their charges cancel, and μ is decided by carriers and un-ionized dopants many orders of magnitude less abundant. The ratio of positive to negative charge then rounds to one over a wide range of μ. In the compensated case of Section 7, bisection on this ratio stops near 1 eV, whereas the root is at 1.51 eV. The cure is to remove the large constant charges before the logarithm is taken.

**2. One description for bands, defects and dopants**

The algebra uses atomic units, so the elementary charge is 1. The thermal energy is kT and β = 1/kT. Energies enter the formulas only through products such as βE, so values in eV may be inserted directly. The zero of energy is the valence-band top.

The crystal is treated as a collection of independent units. Units of kind i have a fixed total density C_i. Each has a finite set of states s with integer charge q_s, energy E_s at μ = 0, and degeneracy g_s > 0. Adding an electron to the reservoir costs μ, and a state of charge q has given up q electrons, so its statistical weight is

w_s = g_s exp[−β(E_s + q_s μ)].

Its probability is p_s = w_s/Z, with Z = Σ_s w_s. Angle brackets denote averages with these probabilities.

A dopant with a fixed total is such a unit. A constant added to all its energies cancels in p_s, so only its charge-transition energies matter. A native defect in equilibrium is described by its lattice sites: C_i is the site density, and the perfect site is one more state with q = 0, E = 0 and g = 1. The other E_s are then formation energies at fixed atomic chemical potentials. When defects are rare, Z ≈ 1 and the usual dilute formula C_i w_s follows.

Band levels fit the same scheme. A conduction level at ε is empty with weight 1, or filled with q = −1, E = ε and weight exp[−β(ε−μ)]. The probability of filling is

f = 1/{1 + exp[β(ε−μ)]},

which is the Fermi function. A valence level is filled with weight 1, or holds a hole with q = +1, E = −ε and weight exp[−β(μ−ε)]. Spin is included by counting levels.

The model assumes that different kinds of unit do not interact or compete for sites, that E_s does not depend on μ or on concentrations, and that the density of states is rigid. Finite-size corrections to charged-supercell energies must already be contained in E_s.

**3. Splitting the charge about a reference**

Choose an integer reference charge r_i for every kind of unit, and let

B = Σ_i C_i r_i.

For band levels r = 0, so they do not contribute to B. Define

P = max(B,0) + Σ_i C_i ⟨max(q−r_i,0)⟩,

N = max(−B,0) + Σ_i C_i ⟨max(r_i−q,0)⟩.

For any number x, max(x,0) − max(−x,0) = x. Applying this to B and to each q−r_i gives

P − N = B + Σ_i C_i ⟨q−r_i⟩ = Σ_i C_i ⟨q⟩ = ρ.

The terms C_i r_i have cancelled, and ρ is the net charge density whatever references were chosen. The function to be solved is

L(μ) = ln P − ln N.

It has the sign of ρ. Setting all r_i = 0 gives the ordinary ratio of positive to negative charge. For a donor with r = +1, the constant charge goes into B, and a neutral donor counts as one missing positive charge, in N.

**4. Why there is at most one root**

Let f(q) be any function of the charge. Since dw_s/dμ = −βq_s w_s, the quotient rule gives

d⟨f⟩/dμ = −β(⟨fq⟩ − ⟨f⟩⟨q⟩).

The bracket is the covariance of f and q. It can be written as a double sum,

⟨fq⟩ − ⟨f⟩⟨q⟩ = ½ Σ_s Σ_t p_s p_t [f(q_s)−f(q_t)](q_s−q_t).

Multiplying out the right side gives two terms ½⟨fq⟩ and two terms −½⟨f⟩⟨q⟩, as required. If f never decreases with q, the two differences never have opposite signs, and the covariance cannot be negative.

The function max(q−r,0) never decreases with q, so P never increases with μ. The function max(r−q,0) never increases with q, so N never decreases. No ordering of the transition levels was assumed: amphoteric dopants are covered, and so are defects whose middle charge state is never the most stable.

Setting f = q gives

dρ/dμ = −β Σ_i C_i (⟨q²⟩ − ⟨q⟩²).

This is negative as soon as one unit can change its charge, as every band level can. Because dρ/dμ = dP/dμ − dN/dμ, the two derivatives cannot both vanish. Electrons and holes keep P and N positive at finite μ, so

dL/dμ = (dP/dμ)/P − (dN/dμ)/N < 0.

It remains to see whether L crosses zero. As μ → −∞, the state of largest charge dominates each unit; as μ → +∞, the state of smallest charge does. Since ρ decreases strictly between its limits, a finite root exists if and only if

Σ_i C_i q_min,i < 0 < Σ_i C_i q_max,i,

with band levels included. This should be examined before a bracket is sought. For example, a valence band with 0.12 states per Å³ cannot neutralize a permanent charge of −0.20 per Å³: the largest possible net charge is 0.12 − 0.20 = −0.08 per Å³. A root that requires a band to be nearly emptied or filled satisfies the inequality, but it lies outside the useful range of a rigid-band model.

**5. Evaluation without forming small numbers**

For a list x_j with largest member m, define

LSE(x_j) = ln Σ_j exp(x_j) = m + ln Σ_j exp(x_j−m).

The second form has no exponent above zero and at least one term equal to one. It cannot overflow, and terms that underflow are negligible beside that one.

With a_s = ln g_s − β(E_s + q_s μ), the positive deviation of one kind of unit is

ln[C⟨max(q−r,0)⟩] = ln C + LSE_{q>r}[ln(q_s−r) + a_s] − LSE_s(a_s).

The first LSE runs over states with q_s > r, the second over all states. For the negative deviation, q_s−r becomes r−q_s and the first sum runs over q_s < r. An empty sum contributes no term.

The density of states is supplied as numbers of levels W_j per volume in energy bins centred at E_j. The electron density n and hole density p follow from

ln n = LSE_j{ln W_j − ln[1 + exp(β(E_j−μ))]},

ln p = LSE_j{ln W_j − ln[1 + exp(β(μ−E_j))]},

with the conduction bins in the first line and the valence bins in the second. Empty bins are omitted. The inner logarithm is evaluated as

ln(1+eˣ) = max(x,0) + ln(1+e^(−|x|)).

A last LSE over all positive terms, including ln B if B > 0, gives ln P. The negative terms, including ln(−B) if B < 0, give ln N.

Using bins introduces an error. Take nondegenerate electrons, for which f is proportional to exp(−βε), with ε the height above the band edge. Let D(ε) be the density of states and h the bin width. At distance t from a bin centre ε_j,

D = D_j + D′_j t + …,  exp(−βε) = exp(−βε_j)(1 − βt + β²t²/2 − …).

W_j is the exact number of levels in the bin, so the term 1 in the second expansion is reproduced without error. Terms odd in t integrate to zero, and ∫t²dt = h³/12. To leading order the true contribution minus the binned one is therefore

exp(−βε_j)(h³/12)(β²D_j/2 − βD′_j).

Now sum over bins, replacing hΣ_j by an integral. Suppose D vanishes at the band edge, as it does for a three-dimensional parabolic band. The exponential removes the upper limit, so integration by parts gives ∫D′exp(−βε)dε = β∫D exp(−βε)dε. Hence

n_true − n_binned ≈ (h²/12)(β²/2 − β²)n = −(βh)²n/24.

The binned density is then too high by the relative amount (βh)²/24. The sign depends on the edge: for a step edge with constant D, as in a two-dimensional parabolic band with a bin boundary at the edge, D′ = 0, only the term β²D_j/2 remains, and the binned density is too low by the same relative amount. At a square-root edge the expansion of D fails in the first few bins. These hold a number of levels proportional to h^(3/2), misplaced by energies of order h, so their relative effect scales as (βh)^(5/2).

The example uses semielliptic bands of width W holding S levels per volume:

D(ε) = [8S/(πW²)]√[ε(W−ε)].

With ε = W(1−cos θ)/2 this becomes D dε = (2S/π)sin²θ dθ. The number of levels below ε is S(θ − sin θ cos θ)/π, and its differences give W_j. For the conduction band below, at kT = 0.025 eV and μ = 2 eV, comparison with adaptive quadrature of the continuous integral gives a relative error of 1.30×10⁻³ for h = 0.005 eV, where the leading law predicts 1.67×10⁻³. For h = 0.0005 eV the values are 1.56×10⁻⁵ and 1.67×10⁻⁵. The leading law becomes more accurate as βh falls, as the higher power requires.

**6. The search, and how well it is conditioned**

The procedure is as follows.

1. Test the existence condition. Set all r_i = 0.
2. Evaluate L at the two band edges. While L ≤ 0 at the lower end, move that end down by steps that double. While L ≥ 0 at the upper end, move it up in the same way.
3. Bisect. If L > 0 at the midpoint, the root lies above it; otherwise take the midpoint as the new upper end.
4. Set each r_i to the most probable charge at the value found. If any reference has changed, return to step 2.

A cap on the number of passes is prudent, since no proof is offered that the references always settle. In exact arithmetic every choice gives the same root, so the choice affects precision and not the equation being solved.

Precision depends on the slope of L. Suppose every unit has two charge states, with r the more probable charge and r−k the other, where k ≥ 1. Let π be the probability of the minority state. Then ⟨q⟩ = r−kπ, and the covariance rule gives

dπ/dμ = −βπ[(r−k) − (r−kπ)] = βkπ(1−π).

The unit contributes Ckπ to N, and the logarithmic derivative of this term is βk(1−π). It is at least β/2, because π ≤ ½. If the minority charge is r+k, the same argument gives a term in P with logarithmic slope at most −β/2.

If B ≥ 0, N contains no constant, so dN/dμ ≥ βN/2. At the root P = N, and dP/dμ ≤ 0, so

|dL/dμ| = (|dP/dμ| + dN/dμ)/N ≥ β/2.

If B ≤ 0, the roles of P and N are exchanged. If B = 0, both sides contribute and the bound is β. Band levels satisfy the majority condition with r = 0 when μ lies in the gap. For units with three or more charge states this proof does not supply the bound, and the slope should be evaluated.

Under the two-state conditions, a small error δL moves the root by

|δμ| ≈ |δL|/|dL/dμ| ≤ 2kT|δL|.

Rounding in a_s is of order 10⁻¹⁶ times the larger of |a_s| and β|q_s μ|; near a transition level E_s and q_s μ nearly cancel, and the second can be much the larger. When these quantities are near 100 and kT = 0.025 eV, the estimated shift is of order 10⁻¹⁵ eV for each such error.

Uncertainty in the data is another matter. B may be a small difference of large totals. A sum with a single final rounding preserves an exact cancellation of the stored totals if each C_i is entered |r_i| times; a product such as 3C_i, rounded before the sum, can spoil it. No summation can improve totals known to one per cent.

**7. An exactly compensated crystal**

The gap is 3 eV. The valence band has W = 4 eV and S = 0.12 Å⁻³, and the conduction band W = 6 eV and S = 0.04 Å⁻³. Bins are 0.005 eV wide and kT = 0.025 eV. Donors have a total C = 2×10⁻⁶ Å⁻³, a level at 2.9 eV, and degeneracies 2 (neutral) and 1 (positive). Acceptors have the same total, a level at 0.1 eV, and degeneracies 4 (neutral) and 1 (negative).

Let x_D and x_A be the neutral fractions of donors and acceptors. With zero references,

L = ln[C(1−x_D) + p] − ln[C(1−x_A) + n] ≈ x_A − x_D + (p−n)/C.

All these terms are tiny deep in the gap. Each logarithm is near ln(2×10⁻⁶) = −13.1, where neighbouring double-precision numbers differ by about 1.8×10⁻¹⁵, so much smaller changes are lost. At 0.3 eV on either side of the root, the computed L is zero. The bisection rule treats zero as "not positive" and moves down through the plateau, to 0.971 eV. This value only marks where the net charge first survives rounding; other arrangements of the same arithmetic stop elsewhere between about 0.97 and 1.05 eV.

At that value the donors are still mostly positive and the acceptors mostly negative, so step 4 selects r = +1 and r = −1. Now B = 0, and

L = ln(p + Cx_A) − ln(n + Cx_D).

Around the root every term in the first logarithm varies as exp(−βμ), and every term in the second as exp(βμ). Therefore L ≈ −2β(μ−μ₀), where μ₀ is the root. A displacement of 0.3 eV gives 2×0.3/0.025 = 24 in magnitude, and the computed values are +24.0 below and −24.0 above. The second pass finds μ₀ = 1.511 eV.

**8. Defects frozen in after annealing**

The bands and donors are kept. An amphoteric dopant is added with total 2×10⁻⁷ Å⁻³, energies −1.0, 0 and 1.5 eV for charges +1, 0 and −1, and degeneracies 1, 2 and 1. Vacancies can form on 0.05 sites per Å³, with energies 3.0, 3.8 and 5.4 eV for charges 0, −1 and −2, and degeneracies 1, 2 and 1. All values are model parameters, taken to be the same at both temperatures below; in a real crystal the gap and the defect free energies change with temperature.

During annealing at kT = 0.1 eV the vacancies are in equilibrium, and the solution is μ = 2.152 eV. The doubly negative vacancy then costs 5.4 − 2×2.1524 ≈ 1.095 eV, and its density is

0.05 exp(−1.095/0.1) ≈ 8.8×10⁻⁷ Å⁻³.

Including the other charge states, the vacancy total is 8.827×10⁻⁷ Å⁻³. The electron density is 4.00×10⁻⁸ Å⁻³.

The crystal is then cooled to kT = 0.025 eV. The vacancy total is held fixed, while charge states and carriers re-equilibrate. The perfect-site state is dropped, and C is the frozen total. The majority charges are +1 for donors, −1 for the amphoteric dopant and −2 for vacancies, so

B = 2×10⁻⁶ − 2×10⁻⁷ − 2(8.82677×10⁻⁷) = 3.465×10⁻⁸ Å⁻³.

This excess positive charge must be balanced by free electrons and by electrons bound to donors. The solution gives

n = 3.51×10⁻⁹ Å⁻³,  neutral donors = 3.114×10⁻⁸ Å⁻³,

whose sum is B to the digits shown. About 90 per cent of the balancing electrons are bound. The Fermi level is μ = 2.779 eV = 0.1021 hartree, and n = 5.20×10⁻¹⁰ bohr⁻³.

If vacancies could instead equilibrate at the lower temperature, their density would be 9.00×10⁻⁷ Å⁻³, only 2 per cent higher. Their charge would then cancel nearly all of the net dopant charge of 1.8×10⁻⁶ Å⁻³. The Fermi level would be 2.563 eV and the electron density 6.32×10⁻¹³ Å⁻³, lower by a factor of about 5600. Which totals are held fixed is therefore a physical decision with large consequences.

When the frozen totals are supplied independently, the same cancellation magnifies input errors. Raising the donor total by 1 per cent, with the other frozen totals unchanged, adds 2×10⁻⁸ Å⁻³ to B and increases it by 58 per cent. If the annealing step is repeated with the new donor total, additional vacancies compensate almost all of the added charge, and B rises by only about 0.6 per cent. The bins matter much less here: with the frozen totals unchanged, refining them from 0.005 to 0.001 eV moves the Fermi level by 3×10⁻⁶ eV.

The cost is easily counted. Reducing a 3 eV bracket to 10⁻¹⁴ eV takes 49 halvings, since 2⁴⁹ is the first power of two above 3×10¹⁴. With the two end values this makes 51 evaluations per pass, or 102 for the two passes used here. Brent's method, which combines bracketing with interpolation, needed 9 evaluations of L with the final references on the same bracket, at a tolerance of 10⁻¹² eV. Applied to the net charge itself it needed 15. In this case both functions lead to the root; the logarithmic form also retains its sign when the charges themselves underflow.
